# Cahill's minimum thermal conductivity for an amorphous oxide film

## The size from dimensions

Let a disordered solid contain $n$ atoms per volume and carry sound at a typical speed $v$. Suppose that it is warm enough for every vibration to hold its classical thermal energy, and that each vibration passes its energy on within a fixed fraction of its own period. Then $\hbar$ drops out, and no separate scattering length enters. Each vibration has the heat capacity $k_B$, and the frequencies and paths are set by $n$ and $v$, so the conductivity can depend only on $k_B$, $n$ and $v$.

Thermal conductivity has the unit $\mathrm{J\,K^{-1}\,m^{-1}\,s^{-1}}$. Boltzmann's constant supplies $\mathrm{J\,K^{-1}}$, so a product $n^a v^b$ must supply $\mathrm{m^{-1}\,s^{-1}}$. The seconds require $b=1$. The metres require $-3a+b=-1$, hence $a=2/3$, and

$$\kappa = A\,k_B n^{2/3} v ,$$

with $A$ a pure number.

A kinetic picture gives a first value of $A$. The heat capacity per volume is $3nk_B$, and the shortest sensible mean free path is about one atomic spacing, $n^{-1/3}$. Then

$$\kappa\approx\tfrac13(3nk_B)\,v\,n^{-1/3}=k_Bn^{2/3}v ,$$

so $A\approx1$. For $n=8.2\times10^{22}\ \mathrm{cm^{-3}}$, $n^{2/3}=1.8875\times10^{19}\ \mathrm{m^{-2}}$. The speeds 2500, 2500 and 4500 m/s have the mean 3167 m/s, and

$$\kappa\approx(1.381\times10^{-23})(1.8875\times10^{19})(3167)\approx0.83\ \mathrm{W/(m\,K)} .$$

The derivation below fixes $A$. It gives a high-temperature ceiling of 1.0 W/(m K) and a value of 0.91 W/(m K) at 300 K.

## Heat flux and mean free path

Consider energy carriers of speed $v$ whose free paths $s$ are exponentially distributed with mean $l$. The temperature varies along $z$, slowly on the scale of $l$, and carriers leave each collision with the energy density of local equilibrium,

$$u(z)=u_0+C\frac{dT}{dz}z ,$$

where $C$ is their heat capacity per volume.

A carrier that crosses $z=0$ at angle $\theta$ to the $z$ axis last scattered at $z=-s\cos\theta$. With $\mu=\cos\theta$, the average over all directions is $\frac12\int_{-1}^{1}d\mu$, and the flux is

$$q=\frac12\int_{-1}^{1}d\mu\;v\mu\int_0^\infty\frac{ds}{l}\,e^{-s/l}\,u(-s\mu).$$

The constant $u_0$ multiplies an odd function of $\mu$ and gives zero. In the remaining term the path integral gives $\int_0^\infty s\,e^{-s/l}ds/l=l$, and the angular one gives $\frac12\int_{-1}^1\mu^2d\mu=\frac13$. Therefore

$$q=-\frac13Cvl\,\frac{dT}{dz},\qquad \kappa=\frac13Cvl .$$

The minus sign says that heat flows towards lower temperature.

## Counting the vibrations

Take the solid as isotropic, with two transverse branches and one longitudinal branch, labelled $i$. Each has the linear dispersion $\omega=v_ik$. In a large periodic cube the number of wavevectors per volume between $k$ and $k+dk$ is

$$\frac{4\pi k^2\,dk}{(2\pi)^3}=\frac{k^2\,dk}{2\pi^2}.$$

There are three vibrations per atom, so each branch is given $n$ of them per volume. This fixes the Debye cutoff $k_D$:

$$\int_0^{k_D}\frac{k^2\,dk}{2\pi^2}=\frac{k_D^3}{6\pi^2}=n,\qquad k_D=(6\pi^2n)^{1/3}.$$

All atoms are counted, including those whose relative motion would form optical branches in a crystal. The corresponding Debye temperatures are $\Theta_i=\hbar v_ik_D/k_B$.

A vibration of frequency $\omega$ has thermal energy $\hbar\omega/(e^x-1)$, with $x=\hbar\omega/(k_BT)$; its zero-point energy does not depend on $T$. Since $dx/dT=-x/T$, its heat capacity is

$$c=\frac{\hbar\omega\,e^x}{(e^x-1)^2}\,\frac{x}{T}
=k_B\frac{x^2e^x}{(e^x-1)^2}.$$

Using $e^x-1=2e^{x/2}\sinh(x/2)$, this becomes

$$c=k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2 .$$

Because $\sinh h>h$ for $h>0$, $c$ lies below $k_B$ at every finite temperature.

## The half-period assumption

Cahill's model lets each vibration keep its energy for half a period on average, $\tau=\pi/\omega$, with free paths distributed exponentially as above. The mean free path is then half a wavelength:

$$l=v_i\tau=\frac{\pi v_i}{\omega}=\frac{\pi}{k}.$$

This is a physical choice, not a consequence of the earlier steps. The exponential spread is part of the choice: flights of exactly half a period would give $\frac16Cvl$, half as much. The word "minimum" refers to the idea that a wave can hardly be said to travel a shorter distance. It does not make the result a strict lower bound.

Adding the contributions $\frac13cv_il$ of all vibrations in one branch gives

$$\kappa_i=\frac13\int_0^{k_D}\frac{k^2}{2\pi^2}\,c\,v_i\frac{\pi}{k}\,dk
=\frac{v_i}{6\pi}\int_0^{k_D}k\,c\,dk .$$

Now use $x$ as the variable. From $x=\hbar v_ik/(k_BT)$ and the definition of $\Theta_i$, $k=k_D(T/\Theta_i)x$. Hence $k\,dk=k_D^2(T/\Theta_i)^2x\,dx$, and the upper limit becomes $\Theta_i/T$:

$$\kappa_i=\frac{k_Bv_ik_D^2}{6\pi}\left(\frac{T}{\Theta_i}\right)^2J\!\left(\frac{\Theta_i}{T}\right),\qquad
J(y)=\int_0^y\frac{x^3e^x}{(e^x-1)^2}\,dx .$$

Finally $k_D^2=(6\pi^2)^{2/3}n^{2/3}$, and the numerical factor is

$$\frac{(6\pi^2)^{2/3}}{6\pi}=6^{-1/3}\pi^{1/3}=\left(\frac{\pi}{6}\right)^{1/3}.$$

The sum over branches is Cahill's formula:

$$\kappa_{\min}=\left(\frac{\pi}{6}\right)^{1/3}k_Bn^{2/3}\sum_i v_i\left(\frac{T}{\Theta_i}\right)^2J\!\left(\frac{\Theta_i}{T}\right).$$

## High temperature and the missing half

Put $h=x/2$. From $\sinh h/h=1+h^2/6+h^4/120+\dots$, squaring gives

$$\left(\frac{\sinh h}{h}\right)^2=1+\frac{h^2}{3}+\frac{2h^4}{45}+\dots$$

The reciprocal has the fourth-order coefficient $\frac19-\frac2{45}=\frac1{15}$, so

$$\frac{c}{k_B}=1-\frac{h^2}{3}+\frac{h^4}{15}-\dots
=1-\frac{x^2}{12}+\frac{x^4}{240}-\dots$$

The integrand of $J$ is $x\,c/k_B$. Integrating term by term,

$$J(y)=\frac{y^2}{2}-\frac{y^4}{48}+\frac{y^6}{1440}-\dots$$

With $y=\Theta_i/T$, the first term makes $(T/\Theta_i)^2J$ tend to $\frac12$, not to 1. The high-temperature limit is therefore

$$\kappa_\infty=\frac12\left(\frac{\pi}{6}\right)^{1/3}k_Bn^{2/3}\sum_iv_i .$$

Each branch approaches its own limit as

$$\frac{\kappa_i}{\kappa_{i,\infty}}=\frac{2J(y)}{y^2}=1-\frac{y^2}{24}+\frac{y^4}{720}-\dots$$

Since $c<k_B$ for every vibration, $\kappa_\infty$ is a ceiling within this model when $n$ and the speeds are held fixed.

For the given data, $(\pi/6)^{1/3}=0.8060$, and the factor in front of the sum is

$$0.8060\,k_Bn^{2/3}=2.100\times10^{-4}\ \mathrm{J/(K\,m^2)}.$$

The speeds add to 9500 m/s, so

$$\kappa_\infty=\tfrac12(2.100\times10^{-4})(9500)=0.998\ \mathrm{W/(m\,K)}.$$

Leaving out the factor $\frac12$ would give 1.995 W/(m K), twice the correct ceiling. A lifetime of one full period would also double the result, but that is a different model. With the half-period lifetime and the same atomic density, a ceiling of 2 W/(m K) needs speeds that add to about 19,000 m/s.

## Comparison with the first estimate

The first estimate used one atomic spacing as the path of every vibration. The derivation uses $\pi/k$, whose average over the vibrations of a branch is

$$\langle l\rangle=\frac{\int_0^{k_D}k^2(\pi/k)\,dk}{\int_0^{k_D}k^2\,dk}
=\frac{\pi k_D^2/2}{k_D^3/3}=\frac32\,\frac{\pi}{k_D}.$$

Here $k_D=16.93\ \mathrm{nm^{-1}}$, so the shortest path is $\pi/k_D=0.186$ nm and the average is 0.278 nm. The atomic spacing is $n^{-1/3}=0.230$ nm. The ratio, 1.21, is the number $A$ in the classical limit, when $v$ is the mean of the three speeds. It carries the first estimate of 0.83 up to 1.0 W/(m K).

## The value at 300 K

The Debye temperatures are 323 K for each transverse branch and 582 K for the longitudinal one. Room temperature is thus below all of them, and the classical limit needs a correction. Numerical integration gives $J=0.5538$ for a transverse branch and $J=1.6202$ for the longitudinal branch. Then

$$\kappa_T=(2.100\times10^{-4})(2500)\left(\frac{300}{323.4}\right)^2(0.5538)=0.250\ \mathrm{W/(m\,K)},$$

$$\kappa_L=(2.100\times10^{-4})(4500)\left(\frac{300}{582.1}\right)^2(1.6202)=0.407\ \mathrm{W/(m\,K)}.$$

The total is

$$\kappa_{\min}(300\ \mathrm K)=2(0.250)+0.407=0.91\ \mathrm{W/(m\,K)}=9.1\ \mathrm{mW/(cm\,K)}.$$

The transverse branches stand at 95% of their ceiling and the longitudinal branch at 86%. The three-term series gives the same percentages, although $y$ is 1.08 and 1.94: the small coefficients make it useful beyond $y=1$.

With density and speeds held fixed, the formula gives 0.53 W/(m K) at 100 K, 0.94 at 400 K and 0.99 at 1000 K. Heating a device from 300 to 400 K therefore changes this estimate by about 4%.

## The low-temperature limit

For $T\ll\Theta_i$ the upper limit of $J$ may be taken to infinity. Since $e^x/(e^x-1)^2=-\frac{d}{dx}(e^x-1)^{-1}$, integration by parts gives

$$J(\infty)=3\int_0^\infty\frac{x^2\,dx}{e^x-1}
=3\sum_{m=1}^{\infty}\int_0^\infty x^2e^{-mx}dx
=6\sum_{m=1}^{\infty}\frac1{m^3}=6\zeta(3).$$

The boundary terms vanish at both ends. Inserting $k_DT/\Theta_i=k_BT/(\hbar v_i)$ into the branch formula,

$$\kappa_i\to\frac{\zeta(3)}{\pi}\,\frac{k_B^3T^2}{\hbar^2v_i}.$$

The atomic density has disappeared, because the cutoff is no longer reached, and slow branches now carry more heat than fast ones. This is a limit of the formula rather than a reliable prediction for a glass. The waves that remain excited are long compared with the atomic disorder, and they can travel much farther than half a wavelength.

## What the model leaves out

**Long waves.** The same objection has some force at 300 K. Consider a film of thickness $d=50$ nm with heat flowing across it, and let waves below 1 THz have the path $d$ wherever it is longer than $\pi/k$. With $k_{c,i}=2\pi(1\ \mathrm{THz})/v_i$, the added conductivity is

$$\Delta\kappa=\sum_i\frac13\int_{\pi/d}^{k_{c,i}}\frac{k^2}{2\pi^2}\,c\,v_i\left(d-\frac{\pi}{k}\right)dk .$$

Numerical integration gives 0.34 W/(m K), or 38% of the 300 K value. The path $d$ is generous. If waves cross freely between two absorbing faces, each face emits the flux $\frac12\int_0^1uv\mu\,d\mu=uv/4$. A temperature difference $\Delta T$ then drives $Cv\Delta T/4$, equivalent to a conductivity $Cvd/4$, which is less than the $Cvd/3$ used here. Replacing $d$ by the equivalent path $3d/4$ throughout $\Delta\kappa$ lowers it to 0.25 W/(m K), the value for free flight of waves below 1 THz between absorbing faces. The limit of 1 THz is an assumption, and the leading part of $\Delta\kappa$ grows as its cube.

**Bent dispersion.** Near the cutoff a real branch need not keep its sound speed. As a contrasting case, take

$$\omega=\frac{2v_ik_D}{\pi}\sin\frac{\pi k}{2k_D},\qquad
v_g=\frac{d\omega}{dk}=v_i\cos\frac{\pi k}{2k_D},$$

with the same sound speeds, cutoff wavevector and lifetime rule $\tau=\pi/\omega$. The path is now $v_g\tau$, so each vibration contributes $\frac13cv_g^2\pi/\omega$. Numerical integration gives 0.32 W/(m K) at 300 K, 35% of the linear result. The group velocity vanishes at the cutoff, where the vibrations are most numerous, and this outweighs the longer lifetimes. The case shows that the "minimum" is not a bound. It need not be the better estimate, since strongly disordered vibrations can pass heat to one another without a well-defined group velocity.

**Electrons.** For rough transistor-channel values of $10^{19}$ carriers per $\mathrm{cm^3}$ and a mobility of $10\ \mathrm{cm^2/(V\,s)}$, the electrical conductivity is $\sigma=16$ S/cm. The Wiedemann–Franz law with the degenerate Lorenz number $L_0=(\pi^2/3)(k_B/e)^2$ gives

$$\kappa_e=L_0\sigma T=(2.443\times10^{-8})(1602)(300)\approx0.012\ \mathrm{W/(m\,K)},$$

where $\sigma$ is in S/m. This is about 1% of the lattice value. For a free-electron band with an effective mass of 0.34 electron masses, the zero-temperature Fermi energy is $1.9\,k_BT$ at 300 K, and the chemical potential at 300 K lies only $1.4\,k_BT$ above the band edge. The electrons are not deeply degenerate, so $L_0$ gives the size of $\kappa_e$ and not an accurate value: for scattering laws from acoustic-phonon to ionized-impurity type, the same band gives $\kappa_e$ between 0.009 and 0.014 W/(m K).

**Interfaces.** The film itself has the thermal resistance

$$\frac{d}{\kappa_{\min}}=\frac{50\times10^{-9}}{0.907}=5.5\times10^{-8}\ \mathrm{m^2K/W}.$$

A rough total of $1\times10^{-8}\ \mathrm{m^2K/W}$ for its two interfaces adds 18%. If the whole resistance were attributed to the film, its apparent conductivity would be $0.907/1.18\approx0.77$ W/(m K). This correction belongs to the structure, and its share falls as the film becomes thicker.

## Beside a real oxide

The atomic density is that of amorphous $\mathrm{InGaZnO_4}$ with a rough mass density of 6.1 g/cm³: seven atoms per formula unit of 313.9 g/mol give $8.19\times10^{22}\ \mathrm{cm^{-3}}$. The sound speeds are plausible inputs for such an oxide, not measurements on a particular film; composition, porosity and deposition can change them. They correspond to a Young's modulus of about 97 GPa. At the same density and a Poisson ratio of 0.3, a modulus of 137 GPa would give 1.04 W/(m K) at 300 K and 170 GPa would give 1.13 W/(m K). A result near 1 W/(m K) has the order of magnitude usual for dense amorphous oxides. The assumption most open to doubt is that every vibration moves at the sound speed for half a period on average. The two trial changes above move the 300 K value down to 0.32 or up to about 1.25 W/(m K), and neither is a strict limit. A measured conductivity of 2 W/(m K) at 300 K would not be impossible, but at this atomic density faster sound alone could not explain it within the model. Faster sound also raises the Debye temperatures: with $y=\Theta_i/T$, $\kappa_i$ at fixed temperature is proportional to $J(y)/y$, which has a maximum. At 300 K no branch can exceed about 0.56 W/(m K), so the three together stay below 1.7 W/(m K). Within the model, reaching 2 W/(m K) at this temperature and atomic density takes longer paths than $\pi/k$. For thermal design, 0.9 W/(m K) can serve as a first value for the film alone, uncertain by at least the spread of these trials, and to be replaced by a measurement when the temperature rise matters.

All numerical values are calculated from the stated model.
